# The Chambers relation for the isotropic Harper problem: test program

```python
# Result under test (Chambers relation). For the Harper matrix M of a square
# lattice with p/q flux quanta per plaquette (p, q coprime),
#   det(eps - M) = P(eps) - 2*[cos(q*x) + cos(q*y)],
# x = kx*a, y = ky*a: Bloch phases; eps: energy in units of the hopping;
# P: monic polynomial of degree q that does not depend on x or y.
# The Hamiltonian with hopping amplitude -t is H = -t*M.
from math import gcd
import numpy as np
from scipy import constants as const


def shift_and_clock(p, q):
    shift = np.zeros((q, q), complex)
    for m in range(q):
        shift[m, (m + 1) % q] += 1
    clock = np.diag(np.exp(2j * np.pi * p * np.arange(q) / q))
    return shift, clock


def harper(p, q, x, y, tx=1.0, ty=1.0, diagonal=0.0):
    """Harper matrix, optionally anisotropic or with diagonal hopping."""
    shift, clock = shift_and_clock(p, q)
    half = np.exp(1j * x) * tx * shift + np.exp(1j * y) * ty * clock
    if diagonal:
        w = np.exp(1j * np.pi * p / q)
        half = half + diagonal * (np.exp(1j * (x + y)) * w * clock @ shift
                                  + np.exp(1j * (x - y)) / w
                                  * clock.conj() @ shift)
    return half + half.conj().T


def harmonics(p, q, eps, **hopping):
    """Fourier coefficients of det(eps - M) over both Bloch phases."""
    n = 2 * q + 5
    angles = 2 * np.pi * np.arange(n) / n
    dets = np.array([[np.linalg.det(eps * np.eye(q)
                                    - harper(p, q, x, y, **hopping))
                      for y in angles] for x in angles])
    return np.fft.fft2(dets) / n**2


def momentum_free_polynomial(p, q):
    """P from the momentum at which the two cosines cancel."""
    return np.poly(np.linalg.eigvalsh(harper(p, q, 0.0, np.pi / q)))


# --- Fourier content of the determinant, all reduced fractions up to q = 7
eps_test = 0.7
fractions = [(p, q) for q in range(1, 8) for p in range(1, q + 1)
             if gcd(p, q) == 1]
worst_harmonic = 0.0
for p, q in fractions:
    for tx, ty in ((1.0, 1.0), (1.3, 0.6)):
        c = harmonics(p, q, eps_test, tx=tx, ty=ty)
        expected = np.zeros_like(c)
        expected[0, 0] = c[0, 0]
        expected[q, 0] = expected[-q, 0] = -tx**q
        expected[0, q] = expected[0, -q] = -ty**q
        error = np.max(np.abs(c - expected))
        worst_harmonic = max(worst_harmonic, error)
        assert error < 1e-9
        if tx == ty:
            P = momentum_free_polynomial(p, q)
            assert abs(c[0, 0] - np.polyval(P, eps_test)) < 1e-9
            parity = P * (-1.0) ** np.arange(q + 1)
            assert np.allclose(parity, P, atol=1e-9)
            if q > 1:
                turning = np.roots(np.polyder(P))
                assert np.max(np.abs(turning.imag)) < 1e-6
                assert np.all(np.abs(np.polyval(P, turning.real)) > 4 - 1e-6)

# --- cases in which the relation must fail
c_diag = harmonics(1, 3, eps_test, diagonal=0.5)
product_harmonic = abs(c_diag[3, 3])
assert product_harmonic > 0.05
c_unreduced = harmonics(2, 4, eps_test)
short_harmonic = abs(c_unreduced[0, 2])
assert short_harmonic > 0.1

# --- real-space lattice with hopping -1 against roots of the relation
p, q, nx, ny = 1, 3, 9, 5
H = np.zeros((nx * ny, nx * ny), complex)
for m in range(nx):
    for n in range(ny):
        here = m * ny + n
        H[here, ((m + 1) % nx) * ny + n] += -1
        H[here, m * ny + (n + 1) % ny] += -np.exp(2j * np.pi * p * m / q)
H = H + H.conj().T
P3 = momentum_free_polynomial(p, q)
levels = []
for i in range(nx // q):
    for j in range(ny):
        s = np.cos(q * 2 * np.pi * i / nx) + np.cos(q * 2 * np.pi * j / ny)
        poly = P3.copy()
        poly[-1] -= 2 * (-1) ** q * s
        levels.extend(np.roots(poly).real)
lattice_error = np.max(np.abs(np.sort(levels) - np.linalg.eigvalsh(H)))
assert lattice_error < 1e-6

# --- two different momenta with the same cosine sum
x1, y1, x2 = 0.4, 1.1, 0.5
cos_sum = np.cos(q * x1) + np.cos(q * y1)
y2 = np.arccos(cos_sum - np.cos(q * x2)) / q
det1, det2 = [np.linalg.det(np.eye(q) - harper(p, q, x, y)).real
              for x, y in ((x1, y1), (x2, y2))]
assert abs(det1 - det2) < 1e-10
assert abs(det1 - (np.polyval(P3, 1.0) - 2 * cos_sum)) < 1e-10

# --- worked example: lateral superlattice in a GaAs well (rough values)
period = 40.0        # nm
depth = 18.0         # meV, peak to peak of the modulation per direction
mass = 0.067         # effective mass / electron mass
g_factor = 0.44      # magnitude
permittivity = 12.9
mobility = 1.0e6     # cm2/Vs
temperature = 0.1    # K
meV = 1e-3 * const.e
m_eff = mass * const.m_e
kinetic = const.hbar**2 / (2 * m_eff) / meV * 1e18    # meV nm^2
G = 2 * np.pi / period


def bloch_1d(k):
    n = np.arange(-8, 9)
    h = np.diag(kinetic * (k + n * G) ** 2)
    h += depth / 4 * (np.eye(17, k=1) + np.eye(17, k=-1))
    return np.linalg.eigvalsh(h)[:2]


k_grid = np.arange(32) * G / 32 - G / 2
bands = np.array([bloch_1d(k) for k in k_grid])
site = bands[:, 0].mean()
t = -np.mean(bands[:, 0] * np.cos(k_grid * period))
second = np.mean(bands[:, 0] * np.cos(2 * k_grid * period))
miniband_gap = bands[:, 1].min() + bands[:, 0].min() - 2 * bands[:, 0].max()
assert t > 0 and miniband_gap > 0

field = p / q * const.h / (const.e * (period * 1e-9) ** 2)    # T
cyclotron = const.hbar * const.e * field / m_eff / meV
mag_length = np.sqrt(const.hbar / (const.e * field)) * 1e9

# subband edges from P = -4 and P = +4, and by diagonalization on a grid
edge_units = np.sort(np.concatenate(
    [np.roots(P3 + np.array([0, 0, 0, sgn * 4.0])).real for sgn in (-1, 1)]))
edges = t * edge_units
kappa = 2 * np.pi * np.arange(8) / 8


def edge_list(level_grid):
    flat = level_grid.reshape(-1, q)
    return np.column_stack([flat.min(axis=0), flat.max(axis=0)]).ravel()


plain = np.array([[np.linalg.eigvalsh(-t * harper(p, q, u / q, v / q))
                   for v in kappa] for u in kappa])
assert np.allclose(edge_list(plain), edges, atol=1e-7)

shift, clock = shift_and_clock(p, q)


def with_second_neighbours(x, y):
    far = np.exp(2j * x) * shift @ shift + np.exp(2j * y) * clock @ clock
    return -t * harper(p, q, x, y) + second * (far + far.conj().T)


extended = np.array([[np.linalg.eigvalsh(with_second_neighbours(u / q, v / q))
                      for v in kappa] for u in kappa])


def continuum_levels(u_values, v_values, size):
    """Continuum electron in field and potential, Landau-level basis.
    With one flux quantum per q cells the guiding-centre factors of the
    potential commute and reduce to two phases u and v."""
    n = np.arange(size)
    ladder = np.sqrt(n[1:] / 2.0)
    xi, vec = np.linalg.eigh(np.diag(ladder, 1) + np.diag(ladder, -1))
    gl = G * mag_length
    cos_xi = (vec * np.cos(gl * xi)) @ vec.T
    sin_xi = (vec * np.sin(gl * xi)) @ vec.T
    turn = (1j) ** (n % 4)
    rotate = turn[:, None] * turn.conj()[None, :]
    cos_eta, sin_eta = rotate * cos_xi, rotate * sin_xi
    landau = np.diag(cyclotron * (n + 0.5))
    out = np.empty((len(u_values), len(v_values), q))
    for i, u in enumerate(u_values):
        for j, v in enumerate(v_values):
            pot = (np.cos(u) * cos_xi - np.sin(u) * sin_xi
                   + np.cos(v) * cos_eta - np.sin(v) * sin_eta)
            out[i, j] = np.linalg.eigvalsh(landau + depth / 2 * pot)[:q]
    return out


full = continuum_levels(kappa, kappa, 200)
check = continuum_levels(kappa[:1], kappa[:1], 260)
convergence = np.max(np.abs(check[0, 0] - full[0, 0]))
assert convergence < 1e-6
uniform_shift = full.mean() - 2 * site
full_edges = edge_list(full - full.mean())
model_error = np.max(np.abs(full_edges - edges))
extended_error = np.max(np.abs(full_edges - edge_list(extended)))
gap = edges[2] - edges[1]
full_gaps = full_edges[2] - full_edges[1], full_edges[4] - full_edges[3]
assert model_error < 0.5 * gap
# phases (0, pi) and (pi/2, pi/2) have the same cosine sum
violation = np.max(np.abs(full[0, 4] - full[2, 2]))

zeeman = g_factor * const.physical_constants["Bohr magneton"][0] * field / meV
thermal = 4 * np.arccosh(np.sqrt(2)) * const.k * temperature / meV
smear_temperature = temperature * gap / thermal
scattering = const.hbar * const.e / (mobility * 1e-4 * m_eff) / meV
coulomb = const.e**2 / (4 * np.pi * const.epsilon_0 * permittivity
                        * period * 1e-9) / meV


def row(values, digits=4):
    return " ".join(f"{value:.{digits}f}" for value in values)


print("Reduced fractions tested:", len(fractions))
print(f"Largest error of any Fourier coefficient: {worst_harmonic:.1e}")
print(f"Real-space lattice, largest level error (units of t): "
      f"{lattice_error:.1e}")
print(f"Diagonal hopping 0.5, flux 1/3: (q,q) harmonic {product_harmonic:.4f}")
print(f"Unreduced 2/4, eps = {eps_test}: (0,2) harmonic {short_harmonic:.4f}")
for pp, qq in ((1, 2), (1, 3), (1, 4), (1, 5), (2, 5)):
    print(f"P coefficients, flux {pp}/{qq}, highest power first:",
          row(momentum_free_polynomial(pp, qq) + 0.0))
print("Momentum 1 (kx a, ky a) in rad:", row((x1, y1)))
print("Momentum 2 (kx a, ky a) in rad:", row((x2, y2)))
print(f"Common cosine sum, flux 1/3: {cos_sum:.6f}")
print(f"det(1 - M) at momentum 1 and 2: {det1:.6f} {det2:.6f}")
print(f"Superlattice period: {period:.0f} nm")
print(f"Modulation depth per direction: {depth:.0f} meV")
print(f"Effective mass: {mass} electron masses")
print(f"Hopping t: {t:.4f} meV")
print(f"Second-neighbour coefficient: {second:.4f} meV")
print(f"Gap to next miniband, zero field: {miniband_gap:.3f} meV")
print(f"Field for flux 1/3: {field:.4f} T")
print(f"Magnetic length: {mag_length:.2f} nm")
print(f"Cyclotron energy: {cyclotron:.3f} meV")
print("Subband edges, units of t:", row(edge_units))
print("Subband edges, Harper, meV from centre:", row(edges))
print(f"Gap between subbands, Harper: {gap:.4f} meV")
print("Subband edges, continuum, meV from mean:", row(full_edges))
print("Lower and upper gap, continuum, meV:", row(full_gaps))
print(f"Largest edge error of Harper model: {model_error:.4f} meV")
print(f"Same with second neighbours added: {extended_error:.4f} meV")
print(f"Uniform shift, continuum minus model: {uniform_shift:.4f} meV")
print(f"Level difference at equal cosine sum, continuum: {violation:.4f} meV")
print(f"Basis convergence of continuum levels: {convergence:.1e} meV")
print(f"g factor magnitude: {g_factor}; Zeeman splitting: {zeeman:.4f} meV")
print(f"Temperature: {temperature} K; thermal width: {thermal:.4f} meV")
print(f"Temperature at which thermal width equals gap: "
      f"{smear_temperature:.3f} K")
print(f"Mobility: {mobility:.1e} cm2/Vs; hbar/tau: {scattering:.4f} meV")
print(f"Relative permittivity: {permittivity}; Coulomb energy at one period: "
      f"{coulomb:.3f} meV")
print("OK")
```

Output:

```
Reduced fractions tested: 18
Largest error of any Fourier coefficient: 3.3e-14
Real-space lattice, largest level error (units of t): 4.0e-15
Diagonal hopping 0.5, flux 1/3: (q,q) harmonic 0.1250
Unreduced 2/4, eps = 0.7: (0,2) harmonic 7.0200
P coefficients, flux 1/2, highest power first: 1.0000 0.0000 -4.0000
P coefficients, flux 1/3, highest power first: 1.0000 -0.0000 -6.0000 -0.0000
P coefficients, flux 1/4, highest power first: 1.0000 -0.0000 -8.0000 -0.0000 4.0000
P coefficients, flux 1/5, highest power first: 1.0000 0.0000 -10.0000 0.0000 11.9098 -0.0000
P coefficients, flux 2/5, highest power first: 1.0000 -0.0000 -10.0000 -0.0000 23.0902 0.0000
Momentum 1 (kx a, ky a) in rad: 0.4000 1.1000
Momentum 2 (kx a, ky a) in rad: 0.5000 0.7801
Common cosine sum, flux 1/3: -0.625122
det(1 - M) at momentum 1 and 2: -3.749756 -3.749756
Superlattice period: 40 nm
Modulation depth per direction: 18 meV
Effective mass: 0.067 electron masses
Hopping t: 0.2229 meV
Second-neighbour coefficient: 0.0110 meV
Gap to next miniband, zero field: 7.881 meV
Field for flux 1/3: 0.8616 T
Magnetic length: 27.64 nm
Cyclotron energy: 1.489 meV
Subband edges, units of t: -2.7321 -2.0000 -0.7321 0.7321 2.0000 2.7321
Subband edges, Harper, meV from centre: -0.6090 -0.4458 -0.1632 0.1632 0.4458 0.6090
Gap between subbands, Harper: 0.2826 meV
Subband edges, continuum, meV from mean: -0.5722 -0.4643 -0.1445 0.1756 0.3866 0.6189
Lower and upper gap, continuum, meV: 0.3199 0.2109
Largest edge error of Harper model: 0.0593 meV
Same with second neighbours added: 0.0372 meV
Uniform shift, continuum minus model: 0.0229 meV
Level difference at equal cosine sum, continuum: 0.0000 meV
Basis convergence of continuum levels: 6.4e-10 meV
g factor magnitude: 0.44; Zeeman splitting: 0.0219 meV
Temperature: 0.1 K; thermal width: 0.0304 meV
Temperature at which thermal width equals gap: 0.930 K
Mobility: 1.0e+06 cm2/Vs; hbar/tau: 0.0173 meV
Relative permittivity: 12.9; Coulomb energy at one period: 2.791 meV
OK
```
